# When adatom repulsion speeds up the spreading of dense deposits: verification in Python

```python
"""Collective diffusion of repelling adatoms on a square lattice.
Result under test (mean field, uniform phase):
    Gamma = d(mu/kT)/d ln(theta) = 1/(1-theta) + g*theta,   g = 4V/kT
    D/D0  = exp((1-lam)*g*theta) * (1 + g*theta*(1-theta))
theta: coverage; V: nearest-neighbour repulsion; v = V/kT;
D0 = w*a^2 with w the isolated-adatom hop rate in one direction;
lam: saddle share, the saddle energy rises by lam times the mean repulsion
energy of the two end sites. Lattice calculations use a = w = kT = 1.
The microscopic reference enumerates every state of a small periodic lattice.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln, xlogy
from scipy.sparse import coo_matrix, diags


def gamma_mf(theta, g):
    return 1/(1-theta) + g*theta


def diffusion_mf(theta, g, lam):
    return np.exp((1-lam)*g*theta)*(1 + g*theta*(1-theta))


# ---------- example inputs: rough values, Cu(100)-like terrace ----------
spacing_nm, V_eV, barrier_eV = 0.25, 0.025, 0.5
attempt_Hz, T_K, desorb_eV = 1e13, 500.0, 2.0
kB_eV = const.k/const.e
kT_eV = kB_eV*T_K
v_ex = V_eV/kT_eV
g_ex = 4*v_ex
hop_rate = attempt_Hz*np.exp(-barrier_eV/kT_eV)
D0_cm2s = hop_rate*(spacing_nm*1e-7)**2

# ---------- chemical potential and Gamma from number fluctuations ----------
sites = 20000
N = np.arange(sites+1)
log_states = gammaln(sites+1) - gammaln(N+1) - gammaln(sites-N+1)
for theta in (0.2, 0.5, 0.75):
    mu = np.log(theta/(1-theta)) + g_ex*theta
    logp = log_states - g_ex*N**2/(2*sites) + mu*N
    p = np.exp(logp-logp.max())
    p /= p.sum()
    mean = p@N
    variance = p@(N-mean)**2
    assert abs(mean/sites-theta) < 1e-3
    assert abs(mean/variance/gamma_mf(theta, g_ex)-1) < 1e-3


# ---------- mean-field hop fluxes for a profile varying along x ----------
def fluxes(th, g, lam):
    u = 2*th
    u[1:] += th[:-1]
    u[:-1] += th[1:]
    u *= g/4
    left, right = u[:-1], u[1:]
    forward = th[:-1]*(1-th[1:])*np.exp(left)
    backward = th[1:]*(1-th[:-1])*np.exp(right)
    return np.exp(-lam*(left+right)/2)*(forward-backward)


slope = 1e-5
for lam in (0, 1, 2, 3):
    for theta in (0.1, 0.5, 0.8):
        profile = theta + slope*(np.arange(12)-5.5)
        D_flux = -fluxes(profile, g_ex, lam)[5]/slope
        assert abs(D_flux/diffusion_mf(theta, g_ex, lam)-1) < 1e-5


# ---------- stability of the uniform phase against two sublattices ----------
def best_order(theta, g):
    m = np.linspace(0, min(theta, 1-theta), 20001)
    a, b = theta+m, theta-m
    free = 0.5*g*a*b
    for c in (a, b):
        free = free + 0.5*(xlogy(c, c) + xlogy(1-c, 1-c))
    return m[np.argmin(free)]


for theta in (0.3, 0.5):
    g_limit = 1/(theta*(1-theta))
    assert best_order(theta, 0.97*g_limit) < 1e-3
    assert best_order(theta, 1.03*g_limit) > 1e-2


# ---------- spreading of a ribbon until its rms width doubles ----------
ribbon_sites, theta0 = 40, 0.75


def spread(g, lam, check_times=()):
    size = 400
    x = np.arange(size)-(size-1)/2
    xmid = 0.5*(x[1:]+x[:-1])
    th = np.where(abs(x) < ribbon_sites/2, theta0, 0.0)
    mass = th.sum()
    var0 = var = (x*x)@th/mass
    grid = np.linspace(0, theta0, 200)
    dt = 0.2/max(1.0, diffusion_mf(grid, g, lam).max())
    t, pending, records = 0.0, list(check_times), []
    while True:
        J = fluxes(th, g, lam)
        if pending and t >= pending[0]:
            pending.pop(0)
            measured = (xmid@J)/mass
            predicted = th@(1 + g*(th/2-th**2/3))/mass
            records.append((t, measured, predicted))
        trial = th.copy()
        trial[:-1] -= dt*J
        trial[1:] += dt*J
        Jm = 0.5*(J+fluxes(trial, g, lam))
        th[:-1] -= dt*Jm
        th[1:] += dt*Jm
        old, var = var, (x*x)@th/mass
        t += dt
        if var >= 4*var0:
            assert abs(th.sum()/mass-1) < 1e-10
            assert max(th[0], th[-1]) < 1e-6
            time = t-dt*(var-4*var0)/(var-old)
            final_rate = (xmid@fluxes(th, g, lam))/mass
            return time, final_rate, records, var0
        assert t < 5000


time_free, _, _, var0 = spread(0.0, 1)
assert abs(time_free/(1.5*var0)-1) < 1e-6
time_one, final_rate, records, _ = spread(g_ex, 1, (20, 60, 100))
assert len(records) == 3
for _, measured, predicted in records:
    assert abs(measured/predicted-1) < 0.02   # finite edge width on a lattice
time_zero = spread(g_ex, 0)[0]
time_three = spread(g_ex, 3)[0]
assert time_zero < time_one < time_free < time_three
flat = np.linspace(0.001, 0.999, 999)
flat_gain = np.cumsum(diffusion_mf(flat, g_ex, 1))/np.arange(1, 1000)
plateau_gain = 1+3*g_ex/16
assert abs(flat[np.argmax(flat_gain)]-0.75) < 0.01
assert abs(flat_gain.max()-plateau_gain) < 2e-3


# ---------- microscopic reference: all states of a periodic lattice ----------
def lattice_states(Lx, Ly):
    count = Lx*Ly
    states = np.arange(2**count, dtype=np.int64)
    occ = [((states >> i) & 1).astype(np.int8) for i in range(count)]
    neigh = []
    for i in range(count):
        px, py = i % Lx, i//Lx
        neigh.append([(px+1) % Lx+Lx*py, (px-1) % Lx+Lx*py,
                      px+Lx*((py+1) % Ly), px+Lx*((py-1) % Ly)])
    number = np.zeros(len(states), dtype=np.int64)
    pairs = np.zeros(len(states), dtype=np.int64)
    for i in range(count):
        number += occ[i]
        pairs += occ[i]*(occ[neigh[i][0]]+occ[neigh[i][2]])
    return states, occ, neigh, number, pairs


def number_distribution(Z_N, theta):
    count = len(Z_N)-1
    n = np.arange(count+1)

    def prob(logf):
        lw = np.log(Z_N)+logf*n
        q = np.exp(lw-lw.max())
        return q/q.sum()
    logf = brentq(lambda s: prob(s)@n-theta*count, -40, 40, xtol=1e-13)
    q = prob(logf)
    return q, q@(n-theta*count)**2/count


states, occ, neigh, number, pairs = lattice_states(4, 4)
crowd = [sum(occ[k] for k in neigh[i]) for i in range(16)]
rows, cols, Ui, Uj, dx = [], [], [], [], []
for i in range(16):
    for k, j in enumerate(neigh[i]):
        active = np.nonzero((occ[i] == 1) & (occ[j] == 0))[0]
        rows.append(active)
        cols.append(active ^ ((1 << i) | (1 << j)))
        Ui.append(crowd[i][active].astype(float))
        Uj.append(crowd[j][active].astype(float)-1)
        dx.append(np.full(len(active), (1.0, -1.0, 0.0, 0.0)[k]))
rows, cols, Ui, Uj, dx = map(np.concatenate, (rows, cols, Ui, Uj, dx))


def conjugate_gradient(A, b):
    y, r = np.zeros_like(b), b.copy()
    d, rr, bb = r.copy(), b@b, b@b
    for _ in range(3000):
        if rr <= 1e-16*bb:
            return y
        Ad = A@d
        step = rr/(d@Ad)
        y += step*d
        r -= step*Ad
        new = r@r
        d = r+(new/rr)*d
        rr = new
    raise AssertionError("linear solver did not converge")


def microscopic(v, lam, theta):
    """Return D/D0 and the thermodynamic enhancement of the 4x4 lattice."""
    M = len(states)
    weight = np.exp(-v*pairs)
    rate = np.exp(v*(Ui-lam*(Ui+Uj)/2))
    escape = np.bincount(rows, rate, M)
    drift = np.bincount(rows, rate*dx, M)
    square = np.bincount(rows, rate*dx*dx, M)
    sym = rate*np.sqrt(weight[rows]/weight[cols])
    A = (diags(escape)-coo_matrix((sym, (rows, cols)), shape=(M, M))).tocsr()
    b = np.sqrt(weight)*drift
    y = conjugate_gradient(A, b)
    Z_N = np.bincount(number, weight, 17)
    S_N = np.bincount(number, weight*square/2-b*y, 17)
    q, chi = number_distribution(Z_N, theta)
    mobility = q@(S_N/Z_N)/16
    return mobility/chi, theta*(1-theta)/chi


for theta in (0.2, 0.75):
    D_free, enh_free = microscopic(0.0, 1, theta)
    assert abs(D_free-1) < 1e-8 and abs(enh_free-1) < 1e-8

theta_s, dv = 0.3, 0.02
slopes = {}
for lam in (1, 3):
    plus, minus = microscopic(dv, lam, theta_s), microscopic(-dv, lam, theta_s)
    slopes[lam] = (plus[0]-minus[0])/(2*dv)
    expected = 5*theta_s*(1-theta_s)+3*(1-lam)*theta_s
    assert abs(slopes[lam]-expected) < 0.01
    slope_thermo = (plus[1]-minus[1])/(2*dv)
    assert abs(slope_thermo-4*theta_s*(1-theta_s)) < 0.01

micro = {lam: microscopic(v_ex, lam, 0.5) for lam in (0, 1, 3)}
assert micro[0][0] > micro[1][0] > 1 > micro[3][0]
enh_micro = micro[1][1]
_, _, _, number5, pairs5 = lattice_states(4, 5)
Z5 = np.bincount(number5, np.exp(-v_ex*pairs5), 21)
enh_45 = 0.25/number_distribution(Z5, 0.5)[1]
assert abs(enh_45/enh_micro-1) < 0.02         # small-lattice size effect
v_strong = 1.2
Z_strong = np.bincount(number, np.exp(-v_strong*pairs), 17)
enh_strong = 0.25/number_distribution(Z_strong, 0.5)[1]
assert enh_strong > 2

# ---------- neglected effects for the example ----------
R = 200
X, Y = np.meshgrid(np.arange(-R, R+1), np.arange(-R, R+1))
r2 = X**2+Y**2
keep = (r2 > 0) & (r2 <= R*R)
X, Y, r3 = X[keep], Y[keep], r2[keep]**1.5
dipole_sum = np.sum(1/r3)+2*np.pi/R
near = X**2+Y**2 <= 40**2
q_grid = np.linspace(0, np.pi, 9)
S_q = np.array([[np.sum(np.cos(a*X[near])*np.cos(b*Y[near])/r3[near])
                 for b in q_grid] for a in q_grid])
assert np.unravel_index(np.argmin(S_q), S_q.shape) == (8, 8)
checker_sum = np.sum((-1.0)**(X+Y)/r3)
dipole_stability = 1+0.25*v_ex*checker_sum
assert dipole_stability > 0
enh_dipole = 1+0.25*v_ex*dipole_sum
T_order_mf = V_eV/kB_eV
T_order_exact = V_eV/(2*np.log(1+np.sqrt(2))*kB_eV)
assert T_order_exact < T_order_mf < T_K
desorbed = attempt_Hz*np.exp(-desorb_eV/kT_eV)*time_one/hop_rate
tunnel = (const.h*attempt_Hz/(const.k*T_K))**2/24
assert desorbed < 1e-6 and tunnel < 0.1

# ---------- printed numbers ----------
us = 1e6/hop_rate
print(f"inputs: spacing {spacing_nm} nm, V {V_eV} eV, barrier {barrier_eV} eV")
print(f"inputs: attempt frequency {attempt_Hz:.0e} 1/s, T {T_K:.0f} K")
print(f"kT = {kT_eV:.5f} eV; V/kT = {v_ex:.4f}; g = 4V/kT = {g_ex:.4f}")
print(f"hop rate per direction w = {hop_rate:.3e} 1/s")
print(f"isolated-adatom D0 = {D0_cm2s:.3e} cm2/s")
print(f"dmu/dtheta at 0.5: entropy {4*kT_eV:.4f} eV, repulsion {4*V_eV:.4f} eV")
for theta in (0.1, 0.5, 0.75):
    print(f"theta {theta}: Gamma free {1/(1-theta):.4f}, with repulsion "
          f"{gamma_mf(theta, g_ex):.4f}, ratio {diffusion_mf(theta, g_ex, 1):.4f}")
for lam in (0, 1, 3):
    print(f"theta 0.5, saddle share {lam}: D/D0 mean field "
          f"{diffusion_mf(0.5, g_ex, lam):.3f}, 4x4 lattice {micro[lam][0]:.3f}")
print(f"D at theta 0.5, share 1, mean field = "
      f"{D0_cm2s*diffusion_mf(0.5, g_ex, 1):.3e} cm2/s")
print(f"thermodynamic enhancement at 0.5: 4x4 {enh_micro:.3f}, 4x5 {enh_45:.3f}")
print(f"mobility factor at 0.5, share 1, 4x4 = {micro[1][0]/enh_micro:.3f}")
print(f"first-order slope of D/D0 in V/kT at theta {theta_s}: "
      f"share 1 {slopes[1]:.3f}, share 3 {slopes[3]:.3f}")
print(f"first-order slope of thermodynamic enhancement = {slope_thermo:.3f}")
print(f"enhancement at 0.5 for V/kT = {v_strong}, 4x4 lattice = {enh_strong:.2f}")
print(f"ribbon: width {ribbon_sites*spacing_nm:.1f} nm, coverage {theta0}")
print(f"ribbon rms half-width: start {np.sqrt(var0)*spacing_nm:.2f} nm, "
      f"end {2*np.sqrt(var0)*spacing_nm:.2f} nm")
print(f"flat-ribbon spreading gain 1+3g/16 = {plateau_gain:.4f}")
for t, measured, predicted in records:
    print(f"at {t*us:.3f} us: spreading gain lattice {measured:.4f}, "
          f"formula {predicted:.4f}")
print(f"spreading gain when rms width has doubled = {final_rate:.4f}")
print(f"doubling time without repulsion = {time_free*us:.3f} us")
for lam, t in ((0, time_zero), (1, time_one), (3, time_three)):
    print(f"doubling time, saddle share {lam} = {t*us:.3f} us, "
          f"speed-up {time_free/t:.3f}")
print(f"ordering temperature at 0.5: mean field {T_order_mf:.0f} K, "
      f"exact square lattice {T_order_exact:.0f} K")
print(f"dipolar tail: lattice sum {dipole_sum:.3f} instead of 4")
print(f"dipolar tail: mean-field enhancement at 0.5 = {enh_dipole:.3f}")
print(f"dipolar tail: checkerboard stability = {dipole_stability:.3f} (>0 stable)")
print(f"desorbed fraction (rough energy {desorb_eV} eV) = {desorbed:.1e}")
print(f"leading tunnelling correction to hop rate = {100*tunnel:.1f} %")
print("finished without a failed check")
```

It prints:

```
inputs: spacing 0.25 nm, V 0.025 eV, barrier 0.5 eV
inputs: attempt frequency 1e+13 1/s, T 500 K
kT = 0.04309 eV; V/kT = 0.5802; g = 4V/kT = 2.3209
hop rate per direction w = 9.125e+07 1/s
isolated-adatom D0 = 5.703e-08 cm2/s
dmu/dtheta at 0.5: entropy 0.1723 eV, repulsion 0.1000 eV
theta 0.1: Gamma free 1.1111, with repulsion 1.3432, ratio 1.2089
theta 0.5: Gamma free 2.0000, with repulsion 3.1605, ratio 1.5802
theta 0.75: Gamma free 4.0000, with repulsion 5.7407, ratio 1.4352
theta 0.5, saddle share 0: D/D0 mean field 5.043, 4x4 lattice 4.464
theta 0.5, saddle share 1: D/D0 mean field 1.580, 4x4 lattice 1.768
theta 0.5, saddle share 3: D/D0 mean field 0.155, 4x4 lattice 0.385
D at theta 0.5, share 1, mean field = 9.012e-08 cm2/s
thermodynamic enhancement at 0.5: 4x4 1.681, 4x5 1.679
mobility factor at 0.5, share 1, 4x4 = 1.052
first-order slope of D/D0 in V/kT at theta 0.3: share 1 1.050, share 3 -0.750
first-order slope of thermodynamic enhancement = 0.840
enhancement at 0.5 for V/kT = 1.2, 4x4 lattice = 3.00
ribbon: width 10.0 nm, coverage 0.75
ribbon rms half-width: start 2.89 nm, end 5.77 nm
flat-ribbon spreading gain 1+3g/16 = 1.4352
at 0.221 us: spreading gain lattice 1.3902, formula 1.3897
at 0.659 us: spreading gain lattice 1.3550, formula 1.3549
at 1.097 us: spreading gain lattice 1.3286, formula 1.3286
spreading gain when rms width has doubled = 1.3034
doubling time without repulsion = 2.190 us
doubling time, saddle share 0 = 0.855 us, speed-up 2.562
doubling time, saddle share 1 = 1.622 us, speed-up 1.350
doubling time, saddle share 3 = 4.294 us, speed-up 0.510
ordering temperature at 0.5: mean field 290 K, exact square lattice 165 K
dipolar tail: lattice sum 9.034 instead of 4
dipolar tail: mean-field enhancement at 0.5 = 2.310
dipolar tail: checkerboard stability = 0.616 (>0 stable)
desorbed fraction (rough energy 2.0 eV) = 1.1e-13
leading tunnelling correction to hop rate = 3.8 %
finished without a failed check
```
